# Equilibrium Vacancies Can Reverse Thermomigration in a Pure Metal

**Result.** Let a pure metal carry a temperature gradient $T'=dT/dx>0$, and let its atoms move by exchange with single vacancies. If vacancies are kept at their local equilibrium concentration, the atom flux relative to the lattice is

$$J_A=\frac{nD_vc_{\rm eq}}{kT^2}\,(H_f-Q^*)\,T' .\qquad(1)$$

Here $n$ is the number of lattice sites per volume, $D_v$ the vacancy diffusivity, $c_{\rm eq}$ the equilibrium fraction of vacant sites, $H_f$ the vacancy formation enthalpy and $Q^*$ the atomic heat of transport. A positive flux points to the hot side. A positive $Q^*$ therefore does not by itself send the metal coldward: for $0<Q^*<H_f$ the atoms drift hotward. If $Q^*>H_f$, they do drift coldward.

The algebra is in atomic units, with $k$ in hartree per kelvin. Numbers are in nm, eV, K and s. No electric current flows, stress is uniform, and the vacancy fraction $c$ is much smaller than one.

## A counter-example

Take an fcc crystal with lattice parameter $a=0.384$ nm and the gradient along a cube axis. Neighbouring (100) planes are $d=a/2$ apart, and each atom has four nearest neighbours in the next plane. Consider a cold plane at $T_1=T-\delta/2$ and the adjacent hot plane at $T_2=T+\delta/2$, where $\delta=T'd$.

A jump needs the migration enthalpy $H_m$. In this model it is drawn from three places: $h_o$ at the plane of origin, $h_s$ midway and $h_d$ at the destination, with $h_o+h_s+h_d=H_m$. Each share is weighted by the temperature of its own place. The hotward and coldward exchange rates per neighbour are then

$$w_h=\nu e^{S_m/k}\exp\!\left[-\frac{h_o}{kT_1}-\frac{h_s}{kT}-\frac{h_d}{kT_2}\right],$$

$$w_c=\nu e^{S_m/k}\exp\!\left[-\frac{h_o}{kT_2}-\frac{h_s}{kT}-\frac{h_d}{kT_1}\right],$$

where $\nu$ is the attempt frequency and $S_m$ the migration entropy. To first order in $\delta$, $1/T_1=1/T+\delta/(2T^2)$ and $1/T_2=1/T-\delta/(2T^2)$. Hence

$$w_h=w\left[1-\frac{(h_o-h_d)\delta}{2kT^2}\right],\qquad w_c=w\left[1+\frac{(h_o-h_d)\delta}{2kT^2}\right],$$

with $w=\nu e^{S_m/k}e^{-H_m/kT}$.

The difference $h_o-h_d$ is the heat carried by a jump. A hotward jump takes $h_o$ from the cold plane and $h_d$ from the hot one. On landing, the heat returns to the places from which the reverse jump would draw it: $h_o$ to the hot plane and $h_d$ to the cold one. The hot plane gains $h_o-h_d$, the cold plane loses the same amount, and the midway share cancels. Thus $Q^*=h_o-h_d$. When it is positive, an atom jumps more readily from the hot plane to the cold one than the other way, provided both have equal access to vacancies.

That proviso decides the matter. A hotward jump needs a vacancy in the hot plane, and a coldward jump needs one in the cold plane. With $nd$ sites per area in each plane and vacancy fractions $c_1$ and $c_2$,

$$J_A=4nd\,(c_2w_h-c_1w_c).$$

Write $c_{2,1}=c\pm c'd/2$ and keep first-order terms:

$$J_A=4nd\,w\left[c'd-\frac{cQ^*T'd}{kT^2}\right]
=nD_v\left[c'-\frac{cQ^*T'}{kT^2}\right],\qquad(2)$$

where $D_v=4d^2w=a^2w$. At uniform temperature this is Fick's law for vacancies, since $J_V=-J_A=-nD_vc'$.

Now insert numbers. Rough values for iridium are $H_f=1.8$ eV, $H_m=2.7$ eV, formation entropy $S_f=2k$, $S_m=1k$ and $\nu=10^{13}$ s$^{-1}$. The value $Q^*=0.6$ eV is chosen for the model and is not a known property of iridium. It corresponds here to $h_o=1.125$, $h_s=1.050$ and $h_d=0.525$ eV. At $T=2200$ K, $kT=0.1896$ eV, so that

$$D_v=a^2\nu e^{S_m/k}e^{-H_m/kT}=2.62\times10^6\ {\rm nm^2/s},$$

$$c_{\rm eq}=e^{S_f/k}e^{-H_f/kT}=5.56\times10^{-4},\qquad D_vc_{\rm eq}=1455\ {\rm nm^2/s}.$$

Let $T'=4\times10^{-5}$ K/nm. The common factor is

$$\frac{T'}{kT^2}=\frac{4\times10^{-5}}{0.1896\times2200}=9.59\times10^{-8}\ {\rm eV^{-1}\,nm^{-1}}.$$

If the vacancy fraction is uniform, $c'=0$ and the atom velocity relative to the lattice is

$$\frac{J_A}{n}=-1455\times0.6\times9.59\times10^{-8}=-8.4\times10^{-5}\ {\rm nm/s}.$$

This is the expected coldward drift. If instead the vacancies are in local equilibrium, differentiating $c_{\rm eq}$ gives $c'=c_{\rm eq}H_fT'/(kT^2)$, and (2) becomes

$$\frac{J_A}{n}=1455\times(1.8-0.6)\times9.59\times10^{-8}=1.67\times10^{-4}\ {\rm nm/s}.$$

The atoms move hotward at 0.60 nm/h, or 6.0 angstrom/h, although $Q^*$ has not changed. The hot plane offers more vacancies, and this outweighs the bias of the individual jumps. With $Q^*=2.4$ eV and all else fixed, the velocity would be $-8.4\times10^{-5}$ nm/s: there is then no reversal.

## The general statement and its proof

Equation (1) does not depend on how the barrier is divided. It follows from linear irreversible thermodynamics for a crystal in which atoms and vacancies exchange sites, so that $J_V=-J_A$.

Let $\mu_A$ and $\mu_V$ be the chemical potentials of atoms and vacancies, and let $\nabla_T$ denote the gradient with the explicit temperature dependence removed. Let $J_q$ be the reduced heat flux, meaning the energy flux less the partial enthalpies carried by the species. The entropy production $\sigma$ obeys

$$T\sigma=-J_A\nabla_T(\mu_A-\mu_V)-J_q\frac{T'}{T}.$$

The linear laws, with equal cross coefficients by Onsager symmetry, are

$$J_A=-L\nabla_T(\mu_A-\mu_V)-L_q\frac{T'}{T},\qquad
J_q=-L_q\nabla_T(\mu_A-\mu_V)-L_{qq}\frac{T'}{T}.$$

At uniform temperature $J_q/J_A=L_q/L$. This ratio defines $Q^*$, so $L_q=LQ^*$.

For dilute vacancies $\mu_V=G_f(T)+kT\ln c$, where $G_f$ is the formation free energy without the mixing term. Thus $\nabla_T\mu_V=kTc'/c$. The Gibbs–Duhem relation $(1-c)\nabla_T\mu_A+c\nabla_T\mu_V=0$ makes $\nabla_T\mu_A$ smaller by a factor of order $c$, and it is dropped. Therefore

$$J_A=L\frac{kTc'}{c}-LQ^*\frac{T'}{T}.$$

Comparison with Fick's law at uniform temperature fixes $L=nD_vc/(kT)$, and equation (2) is recovered.

Vacancies can be created and destroyed at dislocations and surfaces. Equilibrium with these sources means $\mu_V=0$, hence $\ln c_{\rm eq}=-G_f/(kT)$. Since $d(G_f/T)/dT=-H_f/T^2$,

$$\frac{c_{\rm eq}'}{c_{\rm eq}}=\frac{H_f}{kT^2}T'.$$

Substitution in (2) gives (1), even if $H_f$ varies with temperature. All prefactors are positive, so the sign of the flux is that of $H_f-Q^*$. This completes the proof.

The combination $Q^*-H_f$ is also a heat. For a complete step, create a vacancy at the destination, which absorbs $H_f$ there; let the atom jump, which carries $Q^*$ forward; then remove the vacancy left at the origin, which releases $H_f$ there. The heat carried along the atom's path is $Q^*-H_f=-1.2$ eV in the example. This effective heat of transport governs the drift when vacancies are equilibrated.

The product $D_vc_{\rm eq}$ in (1) is not the tracer diffusivity. A tagged atom that has just jumped has a vacancy behind it and tends to jump back, so its diffusivity is $fD_vc_{\rm eq}$ with a correlation factor $f<1$. A velocity estimated from tracer data must therefore be divided by $f$.

## When vacancies are not equilibrated

Consider first a closed specimen without sources. Its steady state has $J_A=0$, and (2) gives $c'/c=Q^*T'/(kT^2)$, or $c\propto e^{-Q^*/kT}$ for constant $Q^*$. For positive $Q^*$ the vacancies pile up on the hot side until they cancel the jump bias. There is then no steady drift in either direction.

Now let distributed sources restore equilibrium at the rate $D_v(c_{\rm eq}-c)/\ell^2$, where $\ell$ is the distance a vacancy typically diffuses before it is absorbed. Put $v=J_A/n$ and $u=c-c_{\rm eq}$. Steady vacancy balance requires $v'=D_vu/\ell^2$. For a weak gradient, $D_v$ and the equilibrium velocity $v_{\rm eq}$ are nearly constant, and (2) reduces to $v=v_{\rm eq}+D_vu'$. Differentiating the balance gives

$$v''=\frac{v-v_{\rm eq}}{\ell^2}.$$

From here on $L$ denotes the rod length, not the transport coefficient. With blocked ends at $x=\pm L/2$, where $v=0$,

$$v(x)=v_{\rm eq}\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].$$

The midpoint therefore carries the fraction $1-1/\cosh(L/2\ell)$ of the equilibrium flux. In this weak-gradient case, sparse sources weaken the flux but do not change its sign.

For a rod of length $L=10^7$ nm running linearly from 2000 to 2400 K, the coefficients vary along the rod and this formula is only approximate: $c_{\rm eq}$ alone rises from $2.2\times10^{-4}$ to $1.2\times10^{-3}$. Solving the balance equation numerically on 4000 cells gives midpoint fractions of 0.995 for $\ell=10^6$ nm and 0.096 for $\ell=10^7$ nm, where the formula gives 0.987 and 0.113.

Equilibrium at the two ends is enough to fix the steady sign, even without interior sources. Take $Q^*$, $H_f$ and $S_f$ constant. Then (2) can be written as

$$v=D_ve^{-Q^*/kT}\frac{d}{dx}\left(c\,e^{Q^*/kT}\right).$$

Since $v$ is now constant along the rod, division by $D_ve^{-Q^*/kT}$ and integration give

$$v\int\frac{e^{Q^*/kT}}{D_v}\,dx=e^{S_f/k}\left[e^{-(H_f-Q^*)/kT}\right]_{\rm cold}^{\rm hot}.$$

The integral is positive, and the right side has the sign of $H_f-Q^*$. If $H_f$ varies with temperature, the right side is the hot-minus-cold difference of $c_{\rm eq}e^{Q^*/kT}$, and its sign is fixed in this way only when $H_f-Q^*$ keeps one sign along the rod. For the same rod, $v=1.08\times10^{-4}$ nm/s at $Q^*=0.6$ eV and $-3.3\times10^{-5}$ nm/s at 2.4 eV.

Coldward drift with $0<Q^*<H_f$ can still appear as a transient. Anneal the rod uniformly at 2200 K, then impose the gradient. If $\ell$ is short compared with the distance over which $c_{\rm eq}$ and $D_v$ change, each point relaxes on its own from the uniform fraction $c_0$ left by the anneal:

$$c=c_{\rm eq}+(c_0-c_{\rm eq})e^{-t/\tau},\qquad \tau=\ell^2/D_v .$$

At the midpoint $c_0=c_{\rm eq}$, so $c'=c_{\rm eq}'(1-e^{-t/\tau})$ and

$$v=\frac{D_vc_{\rm eq}T'}{kT^2}\left[H_f(1-e^{-t/\tau})-Q^*\right].$$

The flux starts coldward and vanishes at

$$t=\tau\ln\frac{H_f}{H_f-Q^*}.$$

For $\ell=10^4$ nm, $\tau=10^8/(2.62\times10^6)=38$ s and the reversal comes after $38\ln1.5=15$ s. The temperature profile settles sooner. The step away from the uniform anneal is odd about the midpoint, so its slowest mode decays with the time constant $L^2/(4\pi^2\alpha)=0.08$ s for a rough thermal diffusivity $\alpha=3\times10^{13}$ nm$^2$/s.

## What a marker shows, and the real rod

An inert marker moves with the lattice. Suppose sites are added and removed only along the rod axis and the cold end is blocked. Atoms leaving the segment between that end and the marker shorten it at the rate $J_A/n$. The marker thus moves coldward while the atoms move hotward relative to the lattice. With $\ell=10^4$ nm, the steady drift shifts a marker at the midpoint by about 600 nm in 1000 h. If the rod starts from the uniform anneal described above, the cold half first loses its excess vacancies, which adds a single coldward shift of about 960 nm, nearly all of it within ten minutes. This initial shift must be subtracted before the drift is read from the marker, as must any thermal expansion.

A real iridium rod would depart from this model in several ways. The midpoint is at about 0.81 of the melting temperature, where bare surfaces radiate strongly. For a diameter of $5\times10^6$ nm, emissivity 0.3 and conductivity 100 W/(m K), all rough or assumed, the gradient would change along the rod by about 80% of its nominal value. Radiation would also cool the midpoint by about 38 K if the ends were held at 2000 and 2400 K, and the velocity there would be about a third lower. The quoted velocity therefore belongs to a point that is at 2200 K and has a gradient of $4\times10^{-5}$ K/nm. Raising $H_f$ by 0.1 eV at fixed $H_m$ and $Q^*$ multiplies the velocity by 0.64. At 2200 K, a vapour pressure of about $8\times10^{-6}$ Torr implies free evaporation into vacuum at about 0.06 nm/s, several hundred times the drift velocity. At the 2000 K end the rate is still about $2\times10^{-3}$ nm/s, roughly ten times the midpoint drift, so even a bare cold face would be a poor reference for a marker. At the 2400 K end it is about 1 nm/s, enough to eat through roughly the hottest tenth of a bare rod of this diameter within 1000 h, while the midpoint loses less than a tenth of its radius. The marker shift quoted above therefore assumes that evaporation is suppressed. Surface diffusion, with a rough diffusivity of $10^9$ nm$^2$/s in a layer 0.2 nm thick, has about 11% of the bulk transport capacity. Its heat of transport is a separate quantity, so (1) fixes the interior lattice flux and not the total mass carried along the rod.

Numerical values quoted here were computed with a short program.
